# Why a mixed-valence pair delocalises when coupling reaches half the reorganisation energy

Two equivalent metal sites share one transferable electron or hole. Each site, when it holds the charge, is stabilised by a distortion of its surroundings, and an electronic coupling $V$ lets the charge pass between them. It is tempting to find the barrier to transfer by starting from the crossing of the two uncoupled energy curves, which lies $\lambda/4$ above their minima, and lowering the crossing by $V$. With a reorganisation energy $\lambda=1$ eV and $V=0.30$ eV, this gives $0.25-0.30=-0.05$ eV. A negative barrier would mean that the charge is equally shared. In fact the two-state model still has two separate minima at this coupling, with a barrier of $+0.04$ eV between them. The estimate places the loss of the barrier at $V=\lambda/4$, half the correct coupling, because it lowers the top of the barrier and leaves the wells where they were. The wells must be followed too.

## The model and its lower curve

Let $|1\rangle$ and $|2\rangle$ be orthogonal states with the charge on site 1 or site 2. The surroundings, meaning bond lengths and solvent orientation together, are described by one dimensionless coordinate $y$. It is scaled so that the uncoupled wells have their minima at $y=+1$ and $y=-1$:

$$H_{11}=\frac{\lambda}{4}(y-1)^2,\qquad H_{22}=\frac{\lambda}{4}(y+1)^2,\qquad H_{12}=H_{21}=-V .$$

This scale fixes the meaning of $\lambda$. At $y=1$ the first energy is zero and the second is $\lambda(2)^2/4=\lambda$, so $\lambda$ is the vertical energy needed to move the charge while the surroundings stay put. I take $V>0$; reversing the sign of one basis state reverses the sign of $V$ without changing any energy. The wells are harmonic and equally stiff, $V$ does not depend on $y$, and the nuclei are classical for now.

The mean of the two site energies is

$$\frac{H_{11}+H_{22}}{2}=\frac{\lambda}{8}\left[(y-1)^2+(y+1)^2\right]=\frac{\lambda}{4}(1+y^2),$$

and half their difference is

$$\frac{H_{22}-H_{11}}{2}=\frac{\lambda}{8}\left[(y+1)^2-(y-1)^2\right]=\frac{\lambda y}{2}.$$

The eigenvalues of a two-by-two symmetric matrix are its mean diagonal energy plus or minus the root of the squared half-difference and the squared coupling. The lower one is therefore

$$E(y)=\frac{\lambda}{4}(1+y^2)-\frac{G}{2},\qquad G(y)=\sqrt{\lambda^2y^2+4V^2}.$$

Here $G$ is the vertical gap between the lower and upper curves.

## Following the minima

Since $dG/dy=\lambda^2y/G$, the slope is

$$E'(y)=\frac{\lambda y}{2}-\frac{\lambda^2y}{2G}=\frac{\lambda y}{2}\left(1-\frac{\lambda}{G}\right).$$

It vanishes at $y=0$, and also wherever $G=\lambda$. The second condition reads $\lambda^2y^2+4V^2=\lambda^2$, or

$$y=\pm y_0,\qquad y_0=\sqrt{1-\left(\frac{2V}{\lambda}\right)^2}.$$

These two points are real and distinct only if $2V<\lambda$. To learn which points are minima, differentiate again. The quotient rule gives

$$\frac{d}{dy}\frac{y}{G}=\frac1G-\frac{\lambda^2y^2}{G^3}=\frac{4V^2}{G^3},
\qquad
E''(y)=\frac{\lambda}{2}-\frac{2\lambda^2V^2}{G^3}.$$

At the centre $G=2V$, and in the side wells $G=\lambda$, so

$$E''(0)=\frac{\lambda}{2}\left(1-\frac{\lambda}{2V}\right),\qquad
E''(\pm y_0)=\frac{\lambda}{2}\left(1-\frac{4V^2}{\lambda^2}\right).$$

For $2V<\lambda$ the first is negative and the second positive: the centre is a barrier top between two minima. For $2V>\lambda$, the gap obeys $G\ge2V>\lambda$ at every $y$. The bracket in the slope is then positive everywhere, the curve rises on both sides of the centre, and $y=0$ is the single minimum.

At $2V=\lambda$ the central curvature is zero, and the curvature alone does not settle the matter. With $r=\sqrt{1+y^2}$ the curve becomes

$$E=\frac{\lambda}{4}(r^2-2r)=-\frac{\lambda}{4}+\frac{\lambda}{4}(r-1)^2\approx-\frac{\lambda}{4}+\frac{\lambda y^4}{16},$$

where the last form uses $r-1\approx y^2/2$ for small $y$. The centre is still a minimum, with a flat, quartic floor. The two wells have moved together and merged there; neither has vanished at a distance from the other.

The heights show what the first estimate missed. At the centre $E(0)=\lambda/4-V$. In a side well, putting $G=\lambda$ and $y^2=y_0^2$ gives

$$E(y_0)=\frac{\lambda}{4}\left(2-\frac{4V^2}{\lambda^2}\right)-\frac{\lambda}{2}=-\frac{V^2}{\lambda}.$$

The barrier is the difference,

$$E(0)-E(y_0)=\frac{\lambda}{4}-V+\frac{V^2}{\lambda}=\frac{(\lambda-2V)^2}{4\lambda}.$$

The term $V^2/\lambda$ is the lowering of the wells. It is small at weak coupling, where the estimate $\lambda/4-V$ is adequate, but near threshold it is as important as the other terms.

## Why the distortion can no longer hold itself up

The algebra locates the threshold. Its cause appears when the charge is followed along with the surroundings. Write the electronic state as $\cos(\theta/2)|1\rangle+\sin(\theta/2)|2\rangle$. The charge imbalance between the sites is $p=\cos\theta$, and the bond order, which measures how well the state uses the coupling, is $s=\sin\theta$. Thus $p^2+s^2=1$. The site populations are $(1+p)/2$ and $(1-p)/2$, so the energy of this state is

$$\mathcal E(y,\theta)=\frac{\lambda}{4}(1+y^2)-\frac{\lambda y}{2}p-Vs .$$

For a given $y$, the lowest state satisfies $\partial\mathcal E/\partial\theta=(\lambda y/2)\sin\theta-V\cos\theta=0$. With $s>0$ this gives

$$p=\frac{\lambda y}{G},\qquad s=\frac{2V}{G}.$$

The slope found earlier can now be written as

$$E'(y)=\frac{\lambda}{2}(y-p).$$

At rest, the surroundings are displaced just as far as the charge is unequal: $y=p$. This is a feedback loop. A displacement $y$ makes one site more favourable, charge moves toward it, and the resulting imbalance pulls the surroundings toward a displacement $p$. For a small initial displacement, $G\approx2V$ and

$$p\approx\frac{\lambda}{2V}\,y .$$

The factor $\lambda/2V$ is the gain of the loop. If it exceeds one, the charge responds by more than the displacement that caused it, and the distortion grows. Growth stops because $p/y=\lambda/G$ falls as $y$ increases; it reaches one in the side well. If the gain is below one, the charge cannot support even a small distortion, and the surroundings return to the centre. Strong coupling therefore delocalises the charge by making it hard to polarise.

## Where the factor of one half comes from

The same energy can be minimised in the other order. Hold the electronic state fixed and let the surroundings relax. Setting $\partial\mathcal E/\partial y=0$ gives $y=p$, and then

$$\mathcal E=\frac{\lambda}{4}(1+p^2)-\frac{\lambda p^2}{2}-Vs=\frac{\lambda}{4}(1-p^2)-Vs=\frac{\lambda}{4}s^2-Vs .$$

Sharing the charge earns $Vs$ from the coupling and costs $\lambda s^2/4$ in lost relaxation. Full sharing, $s=1$, costs $\lambda/4$ in total, and so it beats full localisation, $s=0$, once $V>\lambda/4$. That comparison is the one made in the opening estimate. But the pair may also choose any state in between. Because the cost is quadratic, the last small increase of $s$ is charged at the rate

$$\left.\frac{d}{ds}\frac{\lambda s^2}{4}\right|_{s=1}=\frac{\lambda}{2},$$

which is twice the average rate. The pair completes the sharing only when $V$ pays this last rate. Below threshold the best bond order is $s=2V/\lambda$; it rises in proportion to $V$ until it meets its upper limit of one at $V=\lambda/2$.

## Reading the numbers

The table keeps $\lambda=1$ eV fixed and varies $V$. The minima were located by numerical minimisation of the lower eigenvalue. The minority share is the population $(1-p)/2$ of the less occupied site.

| $V$ (eV) | $y$ at minimum | Minority share | Barrier (eV) | Vertical gap (eV) |
|---|---|---|---|---|
| 0.10 | 0.980 | 0.010 | 0.1600 | 1.00 |
| 0.30 | 0.800 | 0.100 | 0.0400 | 1.00 |
| 0.40 | 0.600 | 0.200 | 0.0100 | 1.00 |
| 0.49 | 0.199 | 0.401 | 0.0001 | 1.00 |
| 0.50 | 0 | 0.500 | 0 | 1.00 |
| 0.60 | 0 | 0.500 | 0 | 1.20 |

At $V=0.30$ eV the formulas give $y_0=\sqrt{1-0.6^2}=0.8$, a minority share $(1-0.8)/2=0.1$ and a barrier $(1-0.6)^2/4=0.04$ eV. The gain is $1/0.6=1.67$, so the shared geometry is unstable. At $V=0.60$ eV the gain is $1/1.2=0.83$, and it is stable.

The change is continuous but uneven. For $V\ll\lambda$ the minority share is about $V^2/\lambda^2$, which is 0.01 in the first row. Near threshold, $y_0^2=(1-2V/\lambda)(1+2V/\lambda)\approx2(1-2V/\lambda)$, so the displacement falls as a square root. Half of the approach to equal sharing, measured by $y$, is still left at $V=\tfrac12\sqrt{1-0.5^2}=0.43$ eV, where $y_0=0.5$.

The gap column shows that different quantities set the gap on the two sides of the threshold. In a side well $G=\lambda$, whatever the coupling; in the shared well $G=2V$. For classical nuclei, light absorbed from the minimum therefore has energy $\lambda$ below threshold, here 1 eV or 1240 nm, and $2V$ above it. On the localised side of this two-state model the energy measures $\lambda$ and says nothing about $V$; a bridge state that takes up charge, treated below, lowers it (to 0.84 eV for a bridge level 2 eV up and a site–bridge coupling of 0.8 eV). The maximum of a measured band is a less direct guide. Thermal motion spreads $y$ about the minimum, and since the gap is never smaller than $2V$, the classical band is cut off below that energy. At room temperature and the larger couplings in the table, its maximum can lie near this edge instead of at $\lambda$. Even without the thermal spread, one absorption energy alone does not show which side a pair is on, because it could equal either $\lambda$ or $2V$.

Several vibrations and solvent motions do not change the rule, provided each is harmonic and shifts the site energies linearly. Let mode $i$ contribute $\lambda_i$, with $\lambda=\sum_i\lambda_i$. In $\mathcal E$, the medium terms become $\sum_i[\lambda_i(1+y_i^2)/4-\lambda_iy_ip/2]$, and minimising over each $y_i$ gives $y_i=p$. The relaxed energy is again $\lambda s^2/4-Vs$. Minimising numerically with contributions of 0.5, 0.3 and 0.2 eV at $V=0.30$ eV places all three coordinates at 0.800. It is the total $\lambda$ that $2V$ must match.

## When the wells stop mattering before they merge

**Heat.** A minimum holds the charge in place only if its barrier is large compared with $kT$. Setting the two equal gives $(\lambda-2V)^2=4\lambda kT$, hence

$$V=\frac{\lambda}{2}-\sqrt{\lambda kT}.$$

At 298 K, $kT=0.0257$ eV and $V=0.50-0.16=0.34$ eV. Between 0.34 and 0.50 eV the curve has two minima, but thermal motion crosses between them easily. At $V=0.20$ eV the barrier is $3.5\,kT$.

**Quantum nuclei.** The full Hamiltonian is unchanged if the sites are exchanged while $y$ becomes $-y$. Each non-degenerate stationary state is then even or odd under this operation and has equal charge on the two sites, even when $V$ is small. Localisation in the sense of separate minima refers to a charge that stays in one well for the time of interest. To size the effect, I gave the whole of $\lambda$ to one vibration with a quantum of 0.05 eV, which overstates the share of such a mode, since much of $\lambda$ may belong to slower solvent motion, but is not an upper bound, since faster modes act more strongly. Diagonalising electronic and nuclear motion together on a grid gives a tunnel splitting of $1.9\times10^{-4}$ eV at $V=0.20$ eV. The ground-state distribution of $y$ merges into a single peak at $V=0.41$ eV, while the classical curve still has two wells. With a quantum of 0.18 eV instead, the splitting at $V=0.20$ eV is $3\times10^{-2}$ eV and the peaks merge at $V=0.32$ eV.

**Unequal sites.** Let site 1 lie lower by $\delta$. The half-difference of site energies becomes $(\lambda y+\delta)/2$, and the condition $y=p$ becomes

$$y=\frac{\lambda y+\delta}{\sqrt{(\lambda y+\delta)^2+4V^2}} .$$

At $2V=\lambda$, put $w=y+\delta/\lambda$. Then $y=w/\sqrt{1+w^2}\approx w-w^3/2$, so $\delta/\lambda\approx w^3/2$ and, to leading order, $y\approx(2\delta/\lambda)^{1/3}$. The cube root makes the threshold very sensitive: a bias of 0.01 eV gives $y=0.27$ by numerical minimisation, and populations of about 0.63 and 0.37. Above threshold a small bias gives $y\approx(\lambda y+\delta)/2V$, or $y\approx\delta/(2V-\lambda)$. At $V=0.60$ eV that is $0.01/0.20=0.05$. With any bias the deeper minimum moves smoothly toward the centre as $V$ grows, and it no longer merges with the other one.

## When the coupling is not a constant

A symmetric vibration $q$, such as a change in both metal–bridge distances together, can alter the coupling. Take its elastic energy as $Rq^2$ and the coupling as $V_0+2Rq$. These add $Rq^2-2Rqs$ to the energy, which is lowest at $q=s$, where it equals $-Rs^2$. Hence

$$\mathcal E=\left(\frac{\lambda}{4}-R\right)s^2-V_0s .$$

For $R<\lambda/4$, the bond order reaches one at $V_0=\lambda/2-2R$. With $R=0.02$ eV the bare coupling needed falls to 0.46 eV. The actual coupling at the shared geometry, where $q=1$, is $V_0+2R=\lambda/2$, so the rule survives if $V$ is evaluated there.

A bridge that itself holds charge changes the rule. Add a bridge state $|B\rangle$ with energy $\Delta$ above the sites at $y=0$, coupled to each by $-t$, and with its own well, as stiff as the others, centred at $y=0$. At the shared geometry the odd combination of the sites has no bridge part. Let $2V$ now denote its energy above the ground state, whose bridge population is $b$. Measured from the site energy, the ground-state energy is $-2V$. The site and bridge rows of the eigenvalue equation read

$$\sqrt2\,t\sqrt b=2V\sqrt{1-b},\qquad \sqrt2\,t\sqrt{1-b}=(2V+\Delta)\sqrt b .$$

Dividing the first by the second and rearranging gives $b/(1-b)=2V/(2V+\Delta)$.

A displacement mixes the ground state with the odd state through the matrix element $-(\lambda y/2)\sqrt{1-b}$, since only charge on the end sites feels it. Second-order perturbation theory lowers the energy by the square of this element divided by $2V$. Thus

$$E(y)-E(0)\approx\frac{\lambda y^2}{4}-\frac{(1-b)\lambda^2y^2}{8V},$$

and the shared geometry becomes stable against small displacements at

$$V=(1-b)\frac{\lambda}{2}.$$

For $\Delta=2$ eV, combining this with $1-b=(2V+\Delta)/(4V+\Delta)$ and writing $x=2V$ in eV gives $2x^2+x-2=0$. The positive root is $x=0.78$, so $V=0.39$ eV, $b=0.22$ and $t=1.04$ eV. Charge on the bridge drives no distortion toward either end, so a smaller half-gap $V$ is enough to defeat what remains. This does not mean that a weaker link to the bridge will do: the usual weak-mixing estimate of the coupling, $t^2/\Delta$, is 0.54 eV at this threshold, slightly above $\lambda/2$.

## Beside a real pair

The parameters belong to the rough regime of ligand-bridged diruthenium ions in polar solvents: a reorganisation energy of order 1 eV, and couplings from below a tenth of an eV to several tenths. The 2 eV bridge level, the 0.05 eV quantum and the other corrections are likewise rough scales, not data for one ion. Of the changes to the stability condition sized here, the bridge is the largest when $V$ is taken as half the vertical gap at the shared geometry: it moves the threshold from 0.50 to 0.39 eV. The thermal value of 0.34 eV and the quantum value of 0.41 eV answer different questions, about escape and about the spread of $y$, and should not be added to that shift. Near an electrode, a pair with one site closer to the surface may also have a bias. The model omits fast electronic polarisation of the solvent, overlap between site states and unequal force constants. The last of these lowers the threshold: if the surroundings of the occupied and empty sites differ in stiffness by a factor of 1.5, with $\lambda=1$ eV still the vertical energy from an uncoupled minimum, it falls to 0.46 eV. For a symmetric pair with nearly equal force constants and little charge on its bridge, $2V$ against $\lambda$ decides how many minima there are; how long a charge stays in one of them also depends on temperature and nuclear motion.

All numerical values are calculated from the stated model.
